# Bands of a Periodic Barrier Array from Single-Barrier Transmission

An electron in one dimension has two independent solutions at each energy, so translation by one period $a$ acts on them as a $2\times2$ matrix. The solutions can be chosen real, so the trace of this matrix is real. The Wronskian $fg'-f'g$ of two solutions at the same energy is constant, so its determinant is 1. The eigenvalues are therefore $\lambda$ and $1/\lambda$. For a Bloch wave $\lambda=e^{ika}$, and half the trace is $\cos ka$: the dispersion relation must equate $\cos ka$ to one real, dimensionless function of energy.

Symmetry also restricts how the barrier can enter. If each barrier is displaced by $s$, the array is merely translated and its energies stay the same. The transmission amplitude $t$ of one barrier is unchanged too, but the reflection amplitude for a wave from the left gains a factor $e^{2iqs}$, where $q$ is the wave number between barriers, and the one from the right gains $e^{-2iqs}$. The phase of a single reflection amplitude therefore cannot matter; their product can. Flux conservation and time reversal will express that product through $t$, leaving a function of $t$ and $qa$ that must reduce to $\cos qa$ when $t=1$.

**The dispersion relation**

In atomic units, let

$$H=-\frac12\frac{d^2}{dx^2}+\sum_n v(x-na),\qquad v(x)=v(-x),$$

with $v$ real and zero for $|x|\ge a/2$. The energy $E=q^2/2>0$ is measured from the potential between barriers. For one barrier centred at the origin, the solution with a wave incident from the left is

$$u_L=\begin{cases}e^{iqx}+re^{-iqx}, & x\le -a/2,\\ te^{iqx}, & x\ge a/2.\end{cases}$$

By mirror symmetry $u_R(x)=u_L(-x)$ is also a solution, with the same $t$ and $r$. Here $t\ne0$, since otherwise $u_L$ and its derivative would vanish on the right, and hence everywhere.

For $f=Ae^{iqx}+Be^{-iqx}$ and $g=Ce^{iqx}+De^{-iqx}$ the Wronskian is

$$fg'-f'g=2iq(BC-AD).$$

Its values on the two sides of the barrier must agree. The pair $u_L,u_R$ gives $-2iqt\neq0$, so the two solutions are independent. The pair $u_L^*,u_L$ gives $1-|r|^2$ on the left and $|t|^2$ on the right, apart from the factor $2iq$. The pair $u_R^*,u_L$ gives $-t^*r$ and $r^*t$. Thus

$$|t|^2+|r|^2=1,\qquad rt^*+r^*t=0.$$

Write $t=|t|e^{i\delta}$. The second relation says that $r/t$ is imaginary, so $r=\pm i|r|e^{i\delta}$ and

$$t^2-r^2=e^{2i\delta}(|t|^2+|r|^2)=e^{2i\delta}.$$

In the array, the wave function within the central cell is $\psi=Au_L+Bu_R$. Bloch's condition is $\psi(a/2)=\lambda\psi(-a/2)$, with the same relation for $\psi'$. Since $\psi\pm\psi'/(iq)$ isolates the right- and left-moving waves, the condition applies to each of them separately:

$$(At+Br)e^{iqa/2}=\lambda Ae^{-iqa/2},$$
$$Be^{-iqa/2}=\lambda(Ar+Bt)e^{iqa/2}.$$

Multiply both equations by $e^{iqa/2}$ and set $Z=e^{iqa}$. A nonzero pair $A,B$ exists when

$$(tZ-\lambda)(\lambda tZ-1)-\lambda r^2Z^2=0.$$

Expanding and dividing by $\lambda tZ$ gives

$$\lambda+\frac1\lambda=\frac{t^2-r^2}{t}Z+\frac1{tZ}
=\frac{e^{i(qa+\delta)}+e^{-i(qa+\delta)}}{|t|}.$$

With $\lambda=e^{ika}$ this is

$$\boxed{\cos ka=\frac{\cos\varphi}{|t|},\qquad \varphi(E)=qa+\delta(E).}$$

Real $k$ exists when $|\cos\varphi|\le|t|$. Otherwise $\lambda$ is real with $|\lambda|\ne1$, and the solutions grow in one direction or the other: the energy lies in a gap.

Mirror symmetry shortened the proof but is not necessary. Without it, the Wronskian of $u_L,u_R$ still gives equal transmission amplitudes, while that of $u_R^*,u_L$ gives $r_R=-r_L^*t/t^*$. In the determinant $r^2$ becomes $r_Lr_R$, and $t^2-r_Lr_R=t/t^*=e^{2i\delta}$ as before. The numerical check covers a smooth symmetric barrier and a skewed one: scattering amplitudes found by integration reproduce $\cos ka$ at independently diagonalized Bloch energies to within $4\times10^{-9}$.

**Weak barriers: gaps**

At a band edge $|\cos\varphi|=|t|$, which is equivalent to $|\sin\varphi|=|r|$. Choose $\delta$ continuous in energy and tending to zero at high energy. Gap $n$ then surrounds $\varphi=n\pi$, with edges at

$$\varphi(E)=n\pi\pm\arcsin|r(E)|.$$

If $r=0$ where $\varphi=n\pi$, the gap closes.

Let $E_c$ be the energy where $\varphi=n\pi$, and suppose $\varphi'=d\varphi/dE>0$ there. For small $|r|$, linearizing $\varphi$ and replacing the arcsine by its argument gives edges at $E_c\pm|r|/\varphi'$, hence

$$\Delta_n\simeq\frac{2|r|}{\varphi'}.$$

A linear variation of $|r|$ with slope $\rho$ moves the edges to $E_c\pm|r|/(\varphi'\mp\rho)$. The width becomes $2|r|\varphi'/(\varphi'^2-\rho^2)$, so the relative correction is of second order in $\rho/\varphi'$.

Since $dE=q\,dq$, one has $\varphi'=(a+d\delta/dq)/q$. For weak scattering the second term is small compared with $a$, and $\Delta_n\simeq2|r|q/a$.

To find $r$, use the Schrödinger equation in the form $u_L''=(2v-q^2)u_L$. It gives

$$\frac{d}{dx}\left[e^{\pm iqx}u_L'-(e^{\pm iqx})'u_L\right]=2v\,e^{\pm iqx}u_L.$$

Integrate across the barrier. With the upper sign the bracket is $-2iqr$ on the left and zero on the right; with the lower sign it is $2iq$ and $2iqt$. Therefore

$$r=-\frac iq\int v\,e^{iqx}u_L\,dx,\qquad t-1=-\frac iq\int v\,e^{-iqx}u_L\,dx.$$

The leading (Born) approximation replaces $u_L$ by $e^{iqx}$ under the integrals:

$$r\simeq-\frac iq\int v\,e^{2iqx}dx,\qquad \delta\simeq-\frac1q\int v\,dx.$$

Define $V_n=a^{-1}\int v\,e^{-2\pi inx/a}dx$. At $q\simeq n\pi/a$ one has $|r|\simeq a|V_n|/q$, and so

$$\boxed{\Delta_n\simeq2|V_n|.}$$

The phase fixes the position. The condition $qa-aV_0/q=n\pi$ gives $q=n\pi/a+V_0/q$, so to first order $E_c\simeq(n\pi/a)^2/2+V_0$. The gap opens around the free energy raised by the average potential. The approximation requires $|r|\ll1$, and the factor $1/q$ makes it fail at low energy. A small $|r|$ is not sufficient: terms of higher order in $v$ also contribute to the gap, and they dominate wherever $V_n$ is zero or very small, as for the high gaps of a smooth barrier, whose Fourier coefficients fall off rapidly with $n$.

**Strong barriers: bands**

When $|t|$ is small, the allowed energies lie close to those where $\cos\varphi=0$. Let $\varphi(E_n)=(n-\frac12)\pi$. Because $\sin[(n-\frac12)\pi]=(-1)^{n-1}$, linearization gives $\cos\varphi\simeq(-1)^n\varphi'(E-E_n)$. Take $|t|$ and $\varphi'$ at $E_n$. The band spans only $|E-E_n|\lesssim|t|/\varphi'$, so a slope $\sigma$ of $|t|$ changes $|t|$ across the band, and with it $E-E_n$, by a relative amount of order $\sigma/\varphi'$, which is small when $|t|$ is small and varies smoothly. As for the gap, the width itself changes only in second order in $\sigma/\varphi'$. The dispersion relation becomes

$$E(k)\simeq E_n+(-1)^n\frac{W_n}{2}\cos ka,\qquad \boxed{W_n\simeq\frac{2|t|}{\varphi'},}$$

again for $\varphi'>0$. This is the tight-binding form. The width is proportional to the transmission amplitude, not to the transmission probability $|t|^2$.

For a rectangular barrier of height $U$ and width $b$, let $w=a-b$ be the width of the well between barriers and $\kappa^2=2(U-E)$. At the right face, $\psi=T$ and $\psi'=iqT$ with $T=te^{iqb/2}$. Inside the barrier,

$$\psi=T\left[\cosh\kappa(x-\tfrac b2)+\frac{iq}{\kappa}\sinh\kappa(x-\tfrac b2)\right].$$

At the left face the incident wave is $\frac12[\psi+\psi'/(iq)]=e^{-iqb/2}$, and the reflected wave is $\frac12[\psi-\psi'/(iq)]=re^{iqb/2}$. Inserting $\psi$ and $\psi'$ at $x=-b/2$ yields

$$t=\frac{e^{-iqb}}{\cosh\kappa b+i\eta\sinh\kappa b},\qquad \eta=\frac{\kappa^2-q^2}{2\kappa q},$$
$$\left|\frac rt\right|=\frac{\kappa^2+q^2}{2|\kappa|q}|\sinh\kappa b|=\frac{U}{|\kappa|q}|\sinh\kappa b|.$$

Above the barrier top, $\kappa=ip$ with $p^2=2(E-U)$, and $|\sinh\kappa b|=|\sin pb|$.

For an opaque barrier, $e^{-\kappa b}\ll1$, both hyperbolic functions approach $e^{\kappa b}/2$. Since $1+\eta^2=(\kappa^2+q^2)^2/(4\kappa^2q^2)$,

$$|t|\simeq\frac{4q\kappa}{q^2+\kappa^2}e^{-\kappa b},\qquad \delta\simeq-qb-\arctan\eta.$$

Set $\theta=\arctan(q/\kappa)=\arcsin(q/\sqrt{2U})$. Then $\eta=\cot2\theta$ and $\arctan\eta=\pi/2-2\theta$, so

$$\varphi\simeq qw+2\theta-\frac\pi2.$$

The band centres satisfy $qw+2\theta=n\pi$. For odd $n$ this means $\tan(qw/2)=\kappa/q$, and for even $n$ it means $\tan(qw/2)=-q/\kappa$. These are the matching conditions for the even and odd bound states of an isolated well.

From $q=\sqrt{2U}\sin\theta$ and $\kappa=\sqrt{2U}\cos\theta$ follows $d\theta/dq=1/\kappa$. Hence $\varphi'=(w+2/\kappa)/q$: the well is effectively widened by a penetration length $1/\kappa$ at each side. With $q^2+\kappa^2=2U$ and $q^2\kappa^2=4E(U-E)$,

$$W_n\simeq\frac{8q^2\kappa\,e^{-\kappa b}}{2U(w+2/\kappa)}
=\boxed{\frac{16E(U-E)}{U(2+\kappa w)}e^{-\kappa b},}$$

evaluated at the isolated-well level. The formula requires a level below the barrier top and loses accuracy as that level approaches the top, where $\kappa b$ ceases to be large.

**A numerical example**

Take one electron with the free mass, $a=6$ angstrom and $b=2$ angstrom, so $w=4$ angstrom. These are round model parameters, and interactions between electrons are left out. Plane-wave diagonalization supplies the reference energies.

For weak barriers let $U=0.3$ eV. Then $V_0=Ub/a=0.1$ eV, and integrating over the rectangle gives

$$V_n=\frac{U}{n\pi}\sin\frac{n\pi b}{a}.$$

For $n=1$ this is $0.3\times0.866/3.142=0.0827$ eV, so the Born gap is 0.1654 eV. The scattering formula uses $|r|=0.1223$ and $\varphi'=1.501$ per eV and gives $2\times0.1223/1.501=0.1630$ eV. Diagonalization gives 0.1637 eV. For the second gap the three values are 0.0827, 0.0860 and 0.0860 eV, so the Born value is 4% below the diagonalized one.

The shorter form $2|r|q/a$ gives 0.1704 eV for the first gap, 4% above the diagonalized value. It omits $d\delta/dq\simeq aV_0/q^2$, which multiplies $\varphi'$ by about $1+V_0/(2E)=1.044$ at $E=1.146$ eV. Dividing by this factor gives 0.163 eV.

The third gap shows where the first-order result is insufficient. Since $b/a=1/3$, $V_3=0$, yet diagonalization finds a gap of 0.00214 eV. The reflection amplitude vanishes at $pb=\pi$, that is, at $E=U+(\pi/b)^2/2$. Because $\pi/b=3\pi/a$, this is the free energy 9.4008 eV plus $U$, or 9.7008 eV. The gap centre is raised by only about $V_0$, to 9.5013 eV. The energy mismatch is therefore approximately $U(1-b/a)$, and near the zero $|\sin pb|$ is proportional to it. The prefactor $U/(pq)$ supplies another power of $U$, so $|r|$ and the gap are of order $U^2$. Here $|r|\approx0.00054$ and $\varphi'=0.5013$ per eV; with the unrounded $|r|$, $2|r|/\varphi'$ gives 0.00214 eV, the same as the diagonalized gap to the digits shown. Halving $U$ reduces the diagonalized gap by a factor of 4.015, close to the expected 4.

For strong barriers let $U=10$ eV. The lowest isolated-well level is 1.3569 eV, with $\kappa=1.5062$ per angstrom. The closed formula gives

$$W_1\simeq\frac{16\times1.3569\times8.6431}{10\,(2+6.0248)}e^{-3.0124}\ \text{eV}=0.115\ \text{eV}.$$

Diagonalization also gives 0.115 eV, with the minimum at $k=0$, as the sign $(-1)^n$ requires. The formula $2|t|/\varphi'$ gives 0.1147 eV, 0.2% below the diagonalized width. The more approximate closed formula lies closer, here and in the second band below: its extra approximations raise the width. In the first band this offsets slightly more than the whole shortfall left by linearizing $\cos\varphi/|t|$, in the second only about a fifth of it.

In the second band $|t|=0.209$ is no longer very small. Its diagonalized width is 0.661 eV, against 0.650 eV from $2|t|/\varphi'$ and 0.652 eV from the closed formula, which are 1.7% and 1.4% too small. The maximum is now at $k=0$.

At fixed well width, barriers of 2, 3 and 4 angstrom give lowest-band widths of 0.1150, 0.0255 and 0.0057 eV. Each added angstrom multiplies the width by 0.222, which equals $e^{-1.5062}$ to the digits shown. The relative error of the closed formula falls from $5\times10^{-5}$ to about $10^{-6}$ between the first two thicknesses. At 4 angstrom the finite plane-wave basis is itself accurate only to about $10^{-6}$, so the comparison cannot follow the error any lower.

## Computed results

```
period a = 6.0 angstrom, barrier b = 2.0 angstrom, well w = 4.0 angstrom
smooth barriers, largest error of cos(ka): 3.9e-09
WEAK: U = 0.30 eV, average potential V_0 = 0.1000 eV
gap 1: free energy (n pi/a)^2/2 = 1.0445 eV, phi = n pi at 1.1460 eV
  |r| = 0.12232, dphi/dE = 1.5011 per eV, |V_n| = 0.08270 eV
  edges from diagonalization 1.06155 and 1.22527 eV
  gap: diagonalization 0.16372, 2|r|/phi' 0.16297, 2|r|q/a 0.17039, 2|V_n| 0.16540 eV
gap 2: free energy (n pi/a)^2/2 = 4.1781 eV, phi = n pi at 4.2797 eV
  |r| = 0.03233, dphi/dE = 0.7521 per eV, |V_n| = 0.04135 eV
  edges from diagonalization 4.23609 and 4.32211 eV
  gap: diagonalization 0.08602, 2|r|/phi' 0.08598, 2|r|q/a 0.08704, 2|V_n| 0.08270 eV
gap 3: free energy (n pi/a)^2/2 = 9.4008 eV, phi = n pi at 9.5013 eV
  |r| = 0.00054, dphi/dE = 0.5013 per eV, |V_n| = 0.00000 eV
  edges from diagonalization 9.50022 and 9.50236 eV
  gap: diagonalization 0.00214, 2|r|/phi' 0.00214, 2|r|q/a 0.00216, 2|V_n| 0.00000 eV
gap 3 at U divided by gap 3 at U/2: 4.015
STRONG: U = 10.0 eV
band 1: phi = (n-1/2)pi at 1.3548 eV, isolated-well level 1.3569 eV
  kappa = 1.5062 per angstrom, |t| = 0.06731, opaque |t| = 0.06736
  dphi/dE = 1.1734 per eV; diagonalization: E(ka=0) = 1.2995, E(ka=pi) = 1.4145 eV
  width: diagonalization 0.11499, 2|t|/phi' 0.11472, opaque formula 0.11499 eV
band 2: phi = (n-1/2)pi at 5.2003 eV, isolated-well level 5.1990 eV
  kappa = 1.1226 per angstrom, |t| = 0.20939, opaque |t| = 0.21167
  dphi/dE = 0.6446 per eV; diagonalization: E(ka=0) = 5.5590, E(ka=pi) = 4.8981 eV
  width: diagonalization 0.66088, 2|t|/phi' 0.64963, opaque formula 0.65175 eV
lowest band, U = 10.0 eV, w = 4.0 angstrom:
  b = 2.0 angstrom: width 0.114986 eV, opaque formula 0.114992 eV, relative error 5.4e-05
  b = 3.0 angstrom: width 0.025500 eV, opaque formula 0.025500 eV, relative error 9.9e-07
  b = 4.0 angstrom: width 0.005655 eV, opaque formula 0.005655 eV, relative error 8.3e-07
```
